# A Kramers-Kronig pass does not certify the sample's permittivity

**Q:** I measured the impedance of an oxide capacitor from 100 Hz to 10 MHz. The spectrum passes a Kramers-Kronig test with residuals far below half a per cent. I divided out the empty-cell capacitance, and I take the result to be the permittivity of the oxide. An artefact would surely have broken the test.

**A:** Some artefacts would. Which object did the instrument measure: the oxide, or everything between its two terminals?

**Q:** Everything between the terminals, I suppose. There is a lead to the electrode, and the fixture has some capacitance across the sample.

**A:** Then let us write that down. Use the time factor $e^{+i\omega t}$, set $s=i\omega$, and write $\varepsilon=\varepsilon'-i\varepsilon''$, so that positive $\varepsilon''$ is loss. In atomic units the empty cell has $C_0=A/(4\pi d)$, with electrode area $A$ and film thickness $d$, and a conductivity $\sigma$ adds $4\pi\sigma/s$ to $\varepsilon$. The circuit relations below have the same form in SI units.

The sample admittance is $sC_0\varepsilon$. A stray capacitance $C_p$ lies in parallel with it, so the admittances add. The lead resistance $R$ is in series with both, so it adds to the impedance. With $c=C_p/C_0$,

$$Z=R+\frac{1}{sC_0(\varepsilon+c)} .$$

Your uncorrected permittivity is

$$\varepsilon_{\rm app}=\frac{1}{sC_0Z}.$$

**Q:** Agreed. But is this $Z$ still causal? It mixes three elements.

**A:** Test it in the right half plane, $\mathrm{Re}\,s>0$, where a causal response must be analytic. I assume that the sample is linear, causal and passive, which means $\mathrm{Re}(sC_0\varepsilon)>0$ there. Adding $sC_p$ keeps the real part positive. For any complex $Y$,

$$\mathrm{Re}\frac1Y=\frac{\mathrm{Re}\,Y}{|Y|^2},$$

so the reciprocal also has a positive real part. Adding $R$ gives $\mathrm{Re}\,Z>R>0$.

Two things follow. The total admittance behind the lead has no zero in this half plane, so $Z$ has no pole there. And $Z$ itself has no zero, so $1/Z$ has no pole either. Both $Z$ and $\varepsilon_{\rm app}$ are therefore analytic for $\mathrm{Re}\,s>0$. The lead and the stray capacitance are physical elements, and connecting them to a causal, passive sample makes another causal, passive network.

**Q:** Analyticity is one thing. Does the integral I test really hold, with the resistance left in?

**A:** Let us derive it. Suppose the sample leaks slightly, with dc conductance $G$, so that $Z(0)=R+1/G$ is finite. At high frequency $\varepsilon$ tends to a constant and $Z$ tends to $R$. The function $F=Z-R$ then falls as $1/\omega$.

Since $\mathrm{Re}\,s=-\mathrm{Im}\,\omega$, $F$ is analytic in the lower half of the $\omega$ plane. Integrate $F(x)/(x-\omega)$ along the real axis, pass below the point $x=\omega$, and close with a large arc in the lower half plane. The arc contributes nothing in the limit, and no pole is enclosed. The small half circle below $x=\omega$ is traversed anticlockwise and contributes $+i\pi F(\omega)$. Hence

$$P\!\int_{-\infty}^{\infty}\frac{F(x)}{x-\omega}dx+i\pi F(\omega)=0,$$

$$F(\omega)=\frac{i}{\pi}P\!\int_{-\infty}^{\infty}\frac{F(x)}{x-\omega}dx .$$

Take the imaginary part. The real part of $F$ is even in $x$, so combine $x$ with $-x$:

$$\frac{1}{x-\omega}-\frac{1}{x+\omega}=\frac{2\omega}{x^2-\omega^2},$$

$$\mathrm{Im}\,Z(\omega)=\frac{2\omega}{\pi}P\!\int_0^\infty\frac{\mathrm{Re}\,Z(x)-R}{x^2-\omega^2}dx .$$

Now look at what the $-R$ contributes. An antiderivative of $1/(x^2-\omega^2)$ is

$$\frac{1}{2\omega}\ln\left|\frac{x-\omega}{x+\omega}\right| .$$

It vanishes at $x=0$ and as $x\to\infty$. Its values at $\omega-\delta$ and $\omega+\delta$ differ by an amount that vanishes with $\delta$. So

$$P\!\int_0^\infty\frac{dx}{x^2-\omega^2}=0 ,$$

and $R$ may be dropped from the integrand. The relation between $\mathrm{Re}\,Z$ and $\mathrm{Im}\,Z$ holds whatever $R$ is.

**Q:** So the test is not merely insensitive to the lead resistance. It cannot see it at all.

**A:** This relation cannot, if the resistance is constant. The reverse relation, which gives the real part from $\mathrm{Im}\,Z$, returns $\mathrm{Re}\,Z-R$. A test that allows a free constant there still passes, but the constant it finds is an estimate of the total series resistance. The argument for $\mathrm{Im}\,Z$ also applies to the permittivity once its leakage pole at $s=0$ has been subtracted: a real constant such as $c$ integrates to zero. A constant error of scale, say from a wrong electrode area, also passes, because both sides of the relation are multiplied by the same number.

**Q:** Then how wrong can my permittivity be? Over most of my band, a hundred ohms is small beside the impedance of my capacitor.

**A:** Put $Z$ over a common denominator and invert it:

$$\varepsilon_{\rm app}=\frac{\varepsilon+c}{1+i\omega RC_0(\varepsilon+c)} .$$

When $\omega RC_0|\varepsilon+c|\ll1$, expand the denominator:

$$\varepsilon_{\rm app}=\varepsilon+c-i\omega RC_0(\varepsilon+c)^2+O(R^2).$$

To separate storage from loss, use

$$(\varepsilon+c)^2=(\varepsilon'+c)^2-\varepsilon''^2-2i(\varepsilon'+c)\varepsilon'' .$$

Multiplication by $-i\omega RC_0$ gives, to first order in $R$,

$$\varepsilon'_{\rm app}\simeq\varepsilon'+c-2\omega RC_0(\varepsilon'+c)\varepsilon'',$$

$$\varepsilon''_{\rm app}\simeq\varepsilon''+\omega RC_0\left[(\varepsilon'+c)^2-\varepsilon''^2\right].$$

The stray capacitance raises the apparent storage. The lead adds loss in proportion to frequency and, for a low-loss sample, to the square of the total relative capacitance. The true loss of a good dielectric is small, so a small series resistance can dominate it.

**Q:** Give me numbers for a film like mine.

**A:** Take a 20 nm film under a square electrode of side 60 µm, so $C_0=1.594$ pF. For the sample I choose

$$\varepsilon=18+\frac{2}{1+(s\tau)^{0.7}}+\frac{4\pi\sigma}{s},\qquad \tau=10\ \mu\mathrm{s},$$

with $\sigma=10^{-13}$ S/cm, to be converted before it enters this atomic-unit expression. The middle term is a Cole-Cole relaxation. The fixture has $R=100$ ohm and $C_p=4$ pF, hence $c=2.510$.

| Frequency | True $\varepsilon',\varepsilon''$ | Apparent $\varepsilon',\varepsilon''$ |
|---|---|---|
| 10 kHz | 19.22, 0.591 | 21.73, 0.596 |
| 1 MHz | 18.05, 0.093 | 20.55, 0.516 |
| 10 MHz | 18.01, 0.019 | 19.68, 4.063 |

At 10 kHz the storage is 13% too high and the loss is nearly right. At 1 MHz the loss is 5.5 times the true value. At 10 MHz it is about 200 times the true value.

The 1 MHz loss follows from the expansion. Here $\omega RC_0=1.001\times10^{-3}$ and $\varepsilon'+c=20.563$, so

$$\varepsilon''_{\rm app}\simeq0.0933+1.001\times10^{-3}(20.563^2-0.0933^2)\simeq0.517 .$$

The full formula gives 0.516.

**Q:** Can I at least say that the capacitance error belongs to $C_p$ and the loss error to $R$?

**A:** Only roughly, and only at low enough frequency with each acting alone. At 1 MHz, with $C_p$ alone, $\varepsilon'$ becomes 20.56 and $\varepsilon''$ stays at 0.093. With $R$ alone, $\varepsilon'$ is 18.04 and $\varepsilon''$ is 0.419. With both, the loss is 0.516, because the stray current also flows through the lead. The square $(\varepsilon'+c)^2$ contains that coupling. At 10 MHz, even $R$ alone lowers $\varepsilon'$ by about 3%.

**Q:** My loss does rise towards 10 MHz. I had read it as the flank of a fast relaxation.

**A:** The circuit can make such a flank. Above the sample's own relaxation, $\varepsilon+c$ is nearly a real constant $K$, and

$$\varepsilon_{\rm app}\simeq\frac{K}{1+i\omega T},\qquad T=RC_0K .$$

This has the form of a Debye relaxation. Its loss, $K\omega T/(1+\omega^2T^2)$, has its maximum $K/2$ at $\omega T=1$. With $K=18+2.51=20.51$, the estimate is a peak of height 10.3 at 48.69 MHz. The maximum of the full expression lies at 48.66 MHz, with the same height to this precision. The sample itself has no loss peak there; its own loss at that frequency is only about 0.006. Your sweep ends below the peak and records its rising side.

A useful check, with the film and fixture held fixed, is to change $R$ by a known amount. The time $T$ is proportional to $R$, whereas a relaxation time of the oxide is not.

**Q:** And this distorted spectrum really passes? I would like to see a test that is able to fail.

**A:** Compare it with a sample that changes during the sweep. As a simple stand-in for such a change, multiply the whole measured $Z$, fixture included, by a real factor that rises smoothly from 1 to 1.1, mostly within one decade around 32 kHz. This is not one fixed linear response: the early and late frequencies see different responses.

With the full integral, the stable but uncorrected fixture leaves a mismatch of order $10^{-15}$ relative to $|Z|$, which is rounding error. The changing sample leaves 8.8%.

Real data cover a finite band, so I also used a practical test: fit $Z$ at 51 frequencies with a constant resistance, a series capacitor and 16 resistor-capacitor relaxations, weighting each point by $1/|Z|$. I set the acceptance limit at 0.5%. The largest residuals, relative to $|Z|$, are

- bare sample: 0.0049%;
- sample in the uncorrected fixture: 0.0044%;
- changing sample: 3.3%.

The test detects the change. It does not separate the bare sample from the sample in its fixture, and the small difference between their residuals carries no evidence about which spectrum is unbiased. These data are free of noise; noise would raise the residuals.

**Q:** Suppose I try several corrections and keep the one that gives a KK-consistent permittivity. Would that find $R$ and $C_p$?

**A:** Let the trial values be $R_1$ and $C_1$. The corrected result is

$$\varepsilon_{\rm trial}=\frac{1}{sC_0(Z-R_1)}-\frac{C_1}{C_0} .$$

If $R_1\le R$, then

$$Z-R_1=(R-R_1)+\frac{1}{sC_0(\varepsilon+c)}$$

still has a positive real part for $\mathrm{Re}\,s>0$. Its reciprocal is analytic, and subtracting a real constant does not matter. A whole family of answers is therefore causal. At 1 MHz, four members are

| $R_1$ (ohm), $C_1$ (pF) | $\varepsilon'$ | $\varepsilon''$ |
|---|---|---|
| 0, 0 | 20.55 | 0.516 |
| 50, 2 | 19.30 | 0.305 |
| 100, 4 | 18.05 | 0.093 |
| 0, 8 | 15.53 | 0.516 |

All four satisfy the full KK relation to rounding error. The third is the true sample, but a pass does not single it out from the other three.

**Q:** You wrote $R_1\le R$. What happens if I subtract too much resistance?

**A:** Then the KK relation over all frequencies fails for the permittivity. Follow $Z$ along the positive real $s$ axis. The admittance behind the lead contains a leakage constant, a term proportional to $s$, and a relaxation term proportional to $s/[1+(s\tau)^a]$ with $a=0.7$. The derivative of the last has the sign of $1+(1-a)(s\tau)^a>0$. The admittance therefore rises steadily, and $Z$ falls from $Z(0)$ to $R$. For $R<R_1<Z(0)$ it crosses $R_1$ once, at some $s_0>0$.

There is no other zero in the right half plane. When $\mathrm{Im}\,s>0$ there, $1/s$ has a negative imaginary part, and so has $s^{a-1}$. The reciprocal of the relaxation term is a positive combination of these two, so the term itself has a positive imaginary part. The total admittance then has one too, and $Z-R_1$ cannot vanish. For $\mathrm{Im}\,s<0$ the signs reverse.

Thus $\varepsilon_{\rm trial}$ has a pole $r/(s-s_0)$ in the forbidden half plane. On the frequency axis this part, $g=r/(i\omega-s_0)$, is analytic in the upper half of the $\omega$ plane instead of the lower. Its contour closes the other way, so the KK integral returns $-\mathrm{Im}\,g$. The mismatch is

$$\mathrm{Im}\,g-(-\mathrm{Im}\,g)=2\,\mathrm{Im}\,g=-\frac{2r\omega}{\omega^2+s_0^2} .$$

For a nearly constant $K$, the zero lies at $s_0\simeq1/[(R_1-R)C_0K]$. There $dZ/ds\simeq-1/(s_0^2C_0K)$, so

$$r=\frac{1}{s_0C_0\,(dZ/ds)}\simeq-Ks_0 .$$

With $R_1=150$ ohm and $C_1=4$ pF, $s_0=6.12\times10^8$ s$^{-1}$. At 10 MHz the mismatch is 4.17 in permittivity. The extracted loss there is $-2.07$, which a passive sample cannot have. A KK test of $Z-R_1$ would still pass, since only a constant has been removed.

With exact data at all frequencies, the true $R$ would therefore be the value above which the KK relation for the permittivity begins to fail. A finite band does not fix this edge so firmly. Fit the permittivity for $R_1=150$ ohm over your band, weighting by $1/|\varepsilon|$, with a free real constant, 16 relaxation times that reach a decade beyond each end, and strengths of either sign. The largest residual is only 0.07%, so the wrong correction passes this fit. With the relaxation times confined to the band, the residual is 4.0%. That confined fit, however, also rejects the causal trials above that leave some lead resistance in, with residuals of 2.6% to 5.0%, because it contains no relaxation faster than the band. Its failure is therefore no proof of broken causality, and the verdict depends on the choice of fit. The negative loss is then the clearer warning.

**Q:** So subtracting too much resistance can show up as a negative loss, but subtracting too little, or using a wrong stray capacitance, can look healthy. How do I obtain the right values?

**A:** Measure the fixture. With the sample replaced by a short, $Z_{\rm short}=R$. With the film and its electrodes removed, so that only the stray capacitance is left, $Z_{\rm open}=R+1/(sC_p)$. Subtract the lead first:

$$\frac{1}{Z-Z_{\rm short}}=sC_0\varepsilon+sC_p,\qquad
\frac{1}{Z_{\rm open}-Z_{\rm short}}=sC_p .$$

The difference gives

$$sC_0\varepsilon=\frac{1}{Z-Z_{\rm short}}-\frac{1}{Z_{\rm open}-Z_{\rm short}} .$$

In a noise-free simulation with a nearly ideal short, this recovers the complex permittivity with a largest relative error of $2.3\times10^{-9}$ over the sweep. In the laboratory, the result is also limited by noise, by whether the lead and stray capacitance stay the same in all three measurements, and by the quality of the standards. A short with 1 ohm of its own would turn the extracted loss at 10 MHz from 0.019 to $-0.022$. An open that keeps the electrodes in place around an empty gap would also contain $C_0$, and the formula would then return $\varepsilon-1$.

**Q:** How close is this model to a real metal-insulator-metal capacitor?

**A:** The thickness, the permittivity near 20 and the lead resistance of 100 ohm are round model values for a high-permittivity oxide; they describe no particular device. The simple fixture is an assumption too. At 10 MHz, moving all the stray capacitance to the instrument side of the lead changes the apparent permittivity by 4.7% of its magnitude, and that arrangement needs its own correction formula. A lead inductance of 100 nH changes it by 1.3% at 10 MHz, but matters more above your band: it would move the false peak to about 56 MHz and raise its height to about 14. Field penetration into the electrodes matters within your band too: a free-electron screening estimate, with a length of 0.056 nm on each side, lowers the inferred $\varepsilon'$ at 1 MHz by about 9%. This is only a model size: the effective length of a real interface depends on the electrode and the oxide, and the drop would be about 2% for 0.01 nm and 15% for 0.1 nm. Open and short standards do not remove that error, because it lies inside the device. By contrast, a 30 mV test signal gives 0.015 MV/cm, far below a rough breakdown field of 4 MV/cm. The remaining estimates are in the numerical output.

**Q:** Then what may I claim from my original pass?

**A:** That, within the band and the residual you accepted, the data are compatible with one linear, causal response between the terminals. To call that response the oxide's permittivity, you also need the fixture correction, the geometry and an account of the electrodes.

## Table of computed values

```
film thickness 20 nm; side 60 um
eps_inf 18.0; relaxation strength 2.0
relaxation time 10 us; exponent 0.7
conductivity 1.0e-13 S/cm
lead R 100 ohm; stray Cp 4.0 pF
empty capacitance C0 1.5938 pF; c = Cp/C0 2.5098
f (Hz) | true eps', eps'' | apparent eps', eps''
1e+04 | 19.220, 0.5911 | 21.729, 0.5958
1e+06 | 18.053, 0.0933 | 20.551, 0.5164
1e+07 | 18.010, 0.0194 | 19.681, 4.0628
1 MHz, R only: eps' 18.044, eps'' 0.4194
1 MHz, Cp only: eps' 20.563, eps'' 0.0933
1 MHz loss, apparent/true: 5.54
1 MHz apparent eps'' to first order in R: 0.5167
remainder ratio when R is halved: 3.999
false peak: 48.66 MHz, eps'' 10.257
Debye estimate: 48.69 MHz, eps'' 10.255
full KK gap, measured Z: 5.9e-16 (relative)
same, half quadrature step: 3.0e-16
full KK gap, changing sample: 8.78 %
band test limit: 0.50 %
band residual, bare sample: 0.00493 %
band residual, measured Z: 0.00438 %
band residual, changing sample: 3.32 %
trial R (ohm), Cp (pF) | eps', eps'' at 1 MHz | KK gap
0, 0 | 20.551, 0.5164 | 8.7e-16
50, 2 | 19.304, 0.3049 | 7.8e-16
100, 4 | 18.053, 0.0933 | 8.9e-16
0, 8 | 15.531, 0.5164 | 4.5e-16
overcorrected R 150 ohm: pole s0 6.117e+08 1/s
its KK gap at 10 MHz: 4.1708 (permittivity)
gap from pole formula: 4.1708
its eps'' at 10 MHz: -2.0674
open/short recovery error: 2.3e-09 (relative)
neglected effects:
lead inductance 100 nH, 10 MHz: 1.28 %
stray moved to instrument side, 10 MHz: 4.67 %
electrode screening length 0.0558 nm
screening lowers eps' by up to 9.2 %
edge scale thickness/side: 0.033 %
ac amplitude 30 mV: field 0.0150 MV/cm
rough breakdown field 4 MV/cm
tunnel barrier 2 eV, mass ratio 0.2
log10(tunnelling/leakage conductance): -41.0
at 300 K, activation energy 0.5 eV
largest change of eps for 1 K: 0.0309
```
